# Maximum Power Factor of a Parabolic Band with Acoustic-Phonon Scattering

Electrons of charge $-e$ occupy a single isotropic band in three dimensions, with $E=\hbar^2k^2/2m$ measured from the band edge and two spin states for each wavevector $\mathbf k$. They are scattered by longitudinal acoustic phonons alone. A local dilation $\nabla\cdot\mathbf u$ of the crystal shifts the band edge by $D\,\nabla\cdot\mathbf u$, where $D$ is the deformation potential. The phonon frequency is $\omega=v_sq$, and the elastic constant is $C=\rho v_s^2$, where $\rho$ is the mass density.

Phonon energies are small compared with $k_BT$. The temperature is fixed, and doping changes nothing except the chemical potential $\mu=\eta k_BT$. There are no holes. The quantity to be maximized is the power factor $S^2\sigma$, where $\sigma$ is the conductivity and $S$ the Seebeck coefficient.

## Part (a): the relaxation time

**Question.** Find the relaxation time $\tau(E)$, and explain why neither the Pauli principle nor an angular weighting changes it.

**Answer.** In a crystal of volume $V$, a phonon mode $\mathbf q$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$, and the divergence supplies a factor $q$. With $n_q$ phonons in the mode, the squared matrix elements are

$$|M|^2=\frac{D^2\hbar q^2}{2\rho V\omega}\times\begin{cases}n_q & \text{(absorption)}\\ n_q+1 & \text{(emission).}\end{cases}$$

Since $\hbar\omega\ll k_BT$, both $n_q$ and $n_q+1$ are close to $k_BT/\hbar\omega$. Using $\omega^2=v_s^2q^2$ and $\rho v_s^2=C$, each process contributes $D^2k_BT/(2CV)$, and together they give $D^2k_BT/(CV)$. The wavevector $q$ has cancelled, so all final directions are equally likely.

Scattering preserves spin, so the density of final states per unit volume is that of one spin:

$$g(E)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{k^2}{2\pi^2}\,\frac{m}{\hbar^2k}=\frac{mk}{2\pi^2\hbar^2}.$$

With the phonon energy neglected, the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{C}\,g(E).$$

Hence $\tau\propto E^{-1/2}$: faster electrons have more states to scatter into.

For elastic scattering, forward and reverse transitions have the same rate constant. The net flow from $\mathbf k$ to $\mathbf k'$ is therefore proportional to

$$f(1-f')-f'(1-f)=f-f',$$

and the Pauli factors cancel. A current-carrying disturbance $\delta f$ is proportional to the cosine of the angle between $\mathbf k$ and the current. Scattering into $\mathbf k$ from all directions averages this cosine to zero. The collision term is then $-\delta f/\tau$, with the total scattering rate and no further weighting.

## Part (b): conductivity and Seebeck coefficient

**Question.** Solve the linearized Boltzmann equation for an electric field $\mathcal E$ and a temperature gradient, both along $z$. Express $\sigma$ and $S$ through

$$F_0(\eta)=\int_0^\infty\!\frac{dx}{1+e^{x-\eta}},\qquad F_1(\eta)=\int_0^\infty\!\frac{x\,dx}{1+e^{x-\eta}}.$$

**Answer.** Let $f_0$ be the Fermi function. It depends on $(E-\mu)/k_BT$, so

$$\frac{\partial f_0}{\partial z}=\left(-\frac{\partial f_0}{\partial E}\right)\left[\frac{d\mu}{dz}+\frac{E-\mu}{T}\frac{dT}{dz}\right].$$

The force $-e\mathcal E$ adds the drift term $-e\mathcal E v_z\,\partial f_0/\partial E$. The steady state, in which drift and collisions balance, is

$$\delta f=-\tau v_z\left(-\frac{\partial f_0}{\partial E}\right)\left[e\mathcal E^*+\frac{E-\mu}{T}\frac{dT}{dz}\right],\qquad \mathcal E^*=\mathcal E+\frac1e\frac{d\mu}{dz}.$$

The field $\mathcal E^*$ is what a voltmeter responds to. The current density is the sum of $-ev_z\delta f$ over both spins, and the angular average of $v_z^2$ is $v^2/3$. Therefore

$$j=\sigma\mathcal E^*+\frac{\sigma}{eT}\langle E-\mu\rangle\frac{dT}{dz},\qquad
\sigma=e^2\int_0^\infty\frac{v^2}{3}\,\tau\,2g\left(-\frac{\partial f_0}{\partial E}\right)dE,$$

where $\langle\cdot\rangle$ is an average weighted by the integrand of $\sigma$. The Seebeck coefficient is defined by $\mathcal E^*=S\,dT/dz$ at $j=0$, so

$$S=-\frac{\langle E-\mu\rangle}{eT}.$$

It is negative for electrons whenever the average is positive. Define the positive-sign measure $s=-eS/k_B=\langle x\rangle-\eta$, with $x=E/k_BT$.

From part (a), $2g\tau=\hbar C/(\pi D^2k_BT)$: the density of states cancels. With $v^2=2E/m$,

$$\sigma=\frac{2\hbar Ce^2}{3\pi mD^2}\,\frac1{k_BT}\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE.$$

In the variable $x$ the last integral is $k_BT\int x(-\partial f_0/\partial x)\,dx$. Integration by parts turns this into $k_BT\int f_0\,dx$, because the boundary terms vanish. Thus

$$\sigma=\sigma_0F_0(\eta),\qquad \sigma_0=\frac{2\hbar Ce^2}{3\pi mD^2},\qquad F_0=\ln(1+e^\eta).$$

The logarithm follows from the antiderivative $-\ln(1+e^{\eta-x})$ of $f_0$. In the same way $\int x^2(-\partial f_0/\partial x)\,dx=2F_1$, and

$$s=\frac{2F_1}{F_0}-\eta .$$

The power factor is $(k_B/e)^2\sigma_0P$, with $P(\eta)=s^2F_0$. Adding electrons raises $F_0$ but brings the average transported energy closer to $\mu$.

## Part (c): how many maxima?

**Question.** Derive the stationarity condition for $P$, and prove that $P$ has one maximum and no other stationary point.

**Answer.** Since $\partial f_0/\partial\eta=-\partial f_0/\partial x$, integration by parts gives $F_1'=F_0$. Also

$$F_0'=p,\qquad p=\frac1{1+e^{-\eta}},\qquad p'=p(1-p).$$

Write $A=2F_1-\eta F_0$, so that $s=A/F_0$ and $P=A^2/F_0$. Then $A'=2F_0-F_0-\eta p=F_0-\eta p$, and

$$P'=\frac{A}{F_0^2}\left(2A'F_0-Ap\right)
=\frac{A}{F_0^2}\left(2F_0^2-2\eta pF_0-2pF_1+\eta pF_0\right).$$

Collecting terms and taking out a factor $p$,

$$P'=\frac{s\,p}{F_0}H,\qquad H=\frac{2F_0^2}{p}-\eta F_0-2F_1 .$$

The factor $s$ is positive. For $\eta\le0$, $A'=F_0-\eta p>0$ by inspection. For $\eta>0$, $F_0>\eta>\eta p$, so again $A'>0$. As $A\to0$ for $\eta\to-\infty$, it follows that $A>0$ everywhere. The sign of $P'$ is therefore the sign of $H$, and the condition is $H=0$.

*At or below the band edge, $\eta\le0$.* Let $G=F_0/p$. Using $(1-p)/p=e^{-\eta}$,

$$G'=1-\frac{F_0p'}{p^2}=1-e^{-\eta}\ln(1+e^\eta)>0,$$

because $\ln(1+z)<z$ for $z>0$. Since $G$ increases and $\int_{-\infty}^{\eta}p\,dt=F_0$,

$$F_1(\eta)=\int_{-\infty}^{\eta}F_0\,dt=\int_{-\infty}^{\eta}G\,p\,dt<G(\eta)F_0(\eta)=\frac{F_0^2}{p}.$$

Hence $2F_0^2/p-2F_1>0$. The remaining term $-\eta F_0$ is not negative, so $H>0$.

*Above the band edge, $\eta\ge0$.* Differentiation gives

$$H'=4F_0-2F_0^2e^{-\eta}-F_0-\eta p-2F_0=F_0-\eta p-2F_0^2e^{-\eta}.$$

To show that this is negative, put $L=\ln(1+e^{-\eta})$, so $F_0=\eta+L$. Because $e^\eta(1-p)=p$,

$$e^\eta(F_0-\eta p)=\eta p+e^\eta L.$$

The derivative of $e^\eta L$ is $e^\eta L-p$. It is at most $1-p\le\tfrac12$, since $L\le e^{-\eta}$. Starting from $\ln2$ at $\eta=0$, we get $e^\eta L\le\ln2+\eta/2$. Likewise $F_0'=p\ge\tfrac12$ gives $F_0\ge\ln2+\eta/2$. With $\eta p\le\eta$,

$$e^\eta H'\le\ln2+\tfrac32\eta-2\left(\ln2+\tfrac12\eta\right)^2
=-\ln2\,(2\ln2-1)+\left(\tfrac32-2\ln2\right)\eta-\tfrac12\eta^2 .$$

The constant is below $-0.26$, and the coefficient of $\eta$ lies between 0 and $0.12$. The largest value of the quadratic is therefore below $-0.26+0.12^2/2<0$, and $H$ decreases throughout $\eta\ge0$.

*Far above the edge.* Expanding the logarithm in $F_1(0)=\int_0^\infty\ln(1+e^{-t})\,dt$ gives $1-\tfrac14+\tfrac19-\dots=\pi^2/12$. Integrating $F_0(t)=t+\ln(1+e^{-t})$ from $0$ to $\eta$ then gives, for large $\eta$,

$$F_1\to\frac{\pi^2}{12}+\frac{\eta^2}{2}+\frac{\pi^2}{12}=\frac{\eta^2}{2}+\frac{\pi^2}{6}.$$

With $F_0\to\eta$ and $p\to1$, $H\to2\eta^2-\eta^2-\eta^2-\pi^2/3=-\pi^2/3$.

So $H$ is positive up to the band edge and then decreases to a negative limit. It has one zero, where $P'$ changes from positive to negative. This is the maximum, and it lies above the band edge.

## Part (d): the optimum

**Question.** Locate the maximum numerically. Give the Seebeck coefficient there, and describe how $P$ falls away on either side.

**Answer.** For $\eta>0$, $F_1$ can be evaluated from

$$F_1(\eta)=\frac{\pi^2}{6}+\frac{\eta^2}{2}-\sum_{n=1}^{\infty}\frac{(-1)^{n+1}e^{-n\eta}}{n^2}.$$

This is the integration just described, with the part of $\int\ln(1+e^{-t})\,dt$ beyond $\eta$ subtracted. It gives $H(0.6)=0.0372$ and $H(0.7)=-0.0181$. Linear interpolation yields

$$\eta\approx0.6+0.1\times\frac{0.0372}{0.0372+0.0181}=0.667,$$

and refinement gives $\eta=0.668$. There $F_0=1.0820$, $F_1=1.4095$ and $p=0.6611$, so

$$s=\frac{2(1.4095)}{1.0820}-0.668=1.937,\qquad P=(1.937)^2(1.082)=4.06 .$$

With $k_B/e=86.17$ µV/K, the result is $|S|=166.9$ µV/K, with $S$ negative. Neither $\eta$ nor $S$ at the optimum depends on $m$, $D$, $C$ or $T$, because $m$, $D$ and $C$ enter the power factor only through $\sigma_0$, and at fixed $\eta$ the temperature does not enter it at all.

| $\eta$ | $s$ | $\sigma/\sigma_0$ | $P$ |
|---|---|---|---|
| −2 | 4.064 | 0.127 | 2.10 |
| 0 | 2.373 | 0.693 | 3.90 |
| 0.668 | 1.937 | 1.082 | 4.06 |
| 2 | 1.304 | 2.127 | 3.62 |
| 4 | 0.792 | 4.018 | 2.52 |

At low density $s$ is large, but it grows only linearly with $-\eta$ while $\sigma$ falls exponentially. In the degenerate limit, part (c) gives

$$s\to\frac{\eta^2+\pi^2/3}{\eta}-\eta=\frac{\pi^2}{3\eta},\qquad P\to\frac{\pi^4}{9\eta}.$$

The conductivity then grows as $\eta$, which does not make up for the loss in $s^2$.

The maximum is broad. The power factor falls to 95% of it only at $\eta=-0.092$ and $\eta=1.517$, and between these points $|S|$ runs from 210 to 129 µV/K. Within this model, a value of $|S|$ near 167 µV/K is thus a sharper indicator of the optimum than the power factor itself.

## Part (e): Boltzmann statistics

**Question.** Repeat the optimization with Boltzmann statistics for $\tau\propto E^r$, $r>-5/2$. For acoustic scattering, decide whether the answer is consistent with its own assumption, and compare it with part (d).

**Answer.** Now $f_0=e^{\eta-x}$. Since $v^2\tau g\propto x^{r+3/2}$, the conductivity is proportional to $e^\eta$, and

$$\langle x\rangle=\frac{\Gamma(r+7/2)}{\Gamma(r+5/2)}=r+\tfrac52\equiv a,\qquad s=a-\eta .$$

The power factor is proportional to $e^\eta(a-\eta)^2$, with derivative

$$e^\eta(a-\eta)(a-\eta-2).$$

This is positive for $\eta<a-2$ and negative for $a-2<\eta<a$. There is a local maximum at $\eta=a-2=r+\tfrac12$, where $s=2$ for every such $r$:

$$|S|=\frac{2k_B}{e}=172.3\ \text{µV/K}.$$

Beyond $\eta=a$ the expression rises again without bound. There $s$ has changed sign and the Fermi level lies inside the band, since $a>0$, so Boltzmann statistics do not apply and this exponential rise is an artefact.

Deep in the band, Fermi–Dirac statistics give $\sigma\propto\eta^{r+3/2}$, because only electrons near $E=\mu$ conduct, and $s\propto1/\eta$ for $r>-3/2$. The power factor then varies as $\eta^{r-1/2}$. It falls for acoustic scattering, as in part (d), but for $r>\tfrac12$ it keeps growing, and for $r=\tfrac12$ it rises steadily towards a constant, so in these cases the Boltzmann maximum does not mark the greatest power factor. Even for $r<\tfrac12$ the Boltzmann maximum can lie far from the true one: for $r=0$ the Fermi–Dirac maximum is near $\eta\approx2.4$ with $|S|\approx130$ µV/K, and the power factor at $\eta=\tfrac12$ is about 15% below it.

For acoustic scattering $r=-\tfrac12$, and the maximum is at $\eta=0$. Boltzmann statistics require $e^\eta\ll1$, but here $e^\eta=1$. The result is inconsistent with its assumption, even though its $|S|$ is only 3.2% above the Fermi–Dirac optimum.

The two power factors can be compared at $\eta=0$. Boltzmann statistics give $\sigma/\sigma_0=1$ and $s=2$, hence $P=4$. Fermi–Dirac statistics at the same $\eta$ give $0.693$ and $2.373$, hence $P=3.90$. The conductivity is overestimated and the Seebeck coefficient underestimated, and the two errors largely cancel in $s^2\sigma$. Below the band edge the cancellation is only partial, although both errors shrink as $\eta$ falls, and well inside the band it fails: the Boltzmann expression $e^\eta(2-\eta)^2$ gives $3.31$ against the Fermi–Dirac $3.13$ at $\eta=-1$, and $2.72$ against $4.03$ at $\eta=1$.

In practice one chooses the electron density $n$, not $\eta$. With

$$N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2},$$

the Boltzmann relation $n=N_ce^\eta$ recommends $n=N_c$. Under Fermi–Dirac statistics this density corresponds to $\eta=0.349$ and $|S|=184.0$ µV/K. The power factor is 0.9% below its maximum, which occurs at $n=1.26N_c$. The Boltzmann recipe is therefore serviceable for doping in this model, but a sample doped by it will not show $2k_B/e$.

## Part (f): numbers, temperature and validity

**Question.** Take $m=0.3$ electron masses, $D=10$ eV, $C=100$ GPa and $T=300$ K. Find the density, conductivity, mobility and power factor at the optimum. How does the maximum power factor vary with temperature, and when does the treatment fail?

**Answer.** These are round model parameters. They give $\sigma_0=8.189\times10^4$ S/m and $N_c=4.123\times10^{18}$ cm⁻³, so

$$n=1.259\,N_c=5.19\times10^{18}\ \text{cm}^{-3},\qquad
\sigma=1.082\,\sigma_0=8.86\times10^4\ \text{S/m}.$$

The mobility is $\sigma/(ne)=1065$ cm²/(V s). The maximum power factor is

$$S^2\sigma=(166.9\times10^{-6}\ \text{V/K})^2(8.86\times10^4\ \text{S/m})=2.47\ \text{mW/(m K}^2).$$

No temperature appears in $\sigma_0$, so with $m$, $D$ and $C$ fixed the maximum power factor is independent of $T$. In the integral for $\sigma$ the product $2g\tau$ falls as $1/T$, but at fixed $\eta$ the energies of the conducting electrons, and with them $v^2=2E/m$, scale as $k_BT$, so the two factors cancel. The doping must follow, because the optimum density is proportional to $N_c\propto T^{3/2}$.

The neglect of phonon energies can be checked by restoring them in the collision rate, together with Bose occupations, the filling of final states and the angular weighting. The numerical check does this for a disturbance of the form found in part (b). For $v_s=5000$ m/s, $\sigma$ at the optimum density changes by 0.23% and $s$ by 0.01%, relative to the elastic formulas. The optimum moves to $\eta=0.670$. Reducing $v_s$ fourfold at fixed $C$ reduces the change in $\sigma$ to 0.014%, as expected if the elastic formula is the limit of slow sound.

The result does not carry over in these cases:

- At low temperature, phonon energies become comparable with $k_BT$, and the approximation for $n_q$ fails.
- If ionized dopants scatter strongly, $\tau$ has another energy dependence and changes with doping, so $\sigma_0$ is no longer constant during the optimization. This is no rare exception: at the density found above, dopants can scatter more strongly than phonons unless the dielectric constant is large. The mobility is then well below the value given here, and the optimum shifts.
- The conduction electrons can screen the deformation potential. The squared matrix element then depends on $q$ and on doping, so neither $\tau\propto E^{-1/2}$ nor a constant $\sigma_0$ is assured. At the density found above this can be a substantial correction unless the dielectric constant is large.
- If optical phonons scatter appreciably, as they often do at room temperature, $\tau$ depends differently on energy and temperature, and the maximum power factor need not be independent of $T$.
- If holes are present, they contribute a Seebeck coefficient of opposite sign.
- If the band is not parabolic over several $k_BT$, the transport integrand is no longer proportional to $E$.

Finally, conversion efficiency is governed by $S^2\sigma T/\kappa$, where $\kappa$ is the thermal conductivity. The electrons contribute to $\kappa$ by an amount that depends on $\eta$, so the doping that maximizes $S^2\sigma$ need not maximize the efficiency.

## Values computed for the example and the checks

```
k/e = 86.173 microvolt/K
H(0.0) = 0.2769
H(0.6) = 0.0372
H(0.7) = -0.0181
H(1.0) = -0.2076
optimum eta = 0.6681
at optimum: F0 = 1.0820, F1 = 1.4095, p = 0.6611
optimum s = 1.9372, |S| = 166.9 microvolt/K
maximum P = 4.0603
optimum eta by direct search = 0.6681
table: eta, s, |S| (microvolt/K), sigma/sigma0, P
  -2.000  4.0644   350.2  0.1269  2.0967
  -1.000  3.1621   272.5  0.3133  3.1322
   0.000  2.3731   204.5  0.6931  3.9037
   0.668  1.9372   166.9  1.0820  4.0603
   1.000  1.7508   150.9  1.3133  4.0257
   2.000  1.3042   112.4  2.1269  3.6179
   4.000  0.7916    68.2  4.0181  2.5180
Boltzmann search: r, optimum eta, s
   -0.5   0.0000   2.0000
    0.0   0.5000   2.0000
    0.5   1.0000   2.0000
    1.5   2.0000   2.0000
2k/e = 172.3 microvolt/K
2k/e above exact optimum |S| by 3.2 percent
exact P(0)/P_max = 0.9614
n/N_c at eta = 0: 0.7651
n/N_c at optimum: 1.2592
true eta when n = N_c: 0.3487
P/P_max when n = N_c: 0.9914
|S| when n = N_c: 184.0 microvolt/K
95 percent window: eta from -0.092 to 1.517
  |S| from 210.2 to 129.2 microvolt/K
  n/N_c from 0.711 to 2.166
model: m = 0.3 m_e, D = 10.0 eV, C = 100.0 GPa, T = 300.0 K
sigma0 = 8.1889e+04 S/m
N_c = 4.123e+18 cm^-3
optimum density = 5.192e+18 cm^-3
optimum conductivity = 8.8604e+04 S/m
mobility at optimum = 1065 cm^2/(V s)
maximum power factor = 2.469 mW/(m K^2)
phonon-resolved check, sound speed 5000 m/s:
  deviation of sigma 0.231, of s 0.010 percent
  at a quarter of the speed: 0.0144, 0.0006 percent
  optimum eta = 0.6704, |S| = 166.8 microvolt/K
  power factor 600 K / 300 K = 0.99993 (quarter speed)
```
